# Normal-incidence transmission of massive Dirac carriers through a sharp p-n step

A gapped two-dimensional layer is n-type on the left of the line $x=0$ and p-type on the right, as when a gate or a metal dopes only part of it. One valley is described by

$$H=v(\sigma_xp_x+\sigma_yp_y)+D\sigma_z+V(x),$$

where $v$ is the band velocity, $D>0$ the half-gap, and the Pauli matrices act on the two sublattice amplitudes, called the pseudospin. The gap is the same everywhere. The potential is a scalar: it shifts both sublattices equally.

Take the total energy as zero, with $V=-E$ on the left and $V=+E$ on the right. The energy measured from local midgap, $\kappa=-V$, is then $+E$ on the left, in the conduction band, and $-E$ on the right, in the valence band. Let $E>D$, so that both sides carry propagating waves. The step is narrow compared with $\hbar v/E$ but does not mix valleys. Disorder and interactions are left out.

## (a) What is continuous at the step, and what is the current?

**Solution.** At normal incidence $p_y=0$ and $p_x=-i\hbar\,d/dx$, so the stationary equation is

$$-i\hbar v\sigma_x\frac{d\psi}{dx}+(D\sigma_z+V)\psi=0 .$$

Integrate it from $-\eta$ to $+\eta$:

$$-i\hbar v\sigma_x[\psi(\eta)-\psi(-\eta)]=-\int_{-\eta}^{\eta}(D\sigma_z+V)\psi\,dx .$$

The integrand is bounded, so the right side vanishes as $\eta\to0$. Since $\sigma_x$ is invertible, both components of $\psi$ are continuous. The equation is of first order, so no condition on the derivative is added.

For the current, start from the time-dependent equation,

$$\partial_t\psi=-v\sigma_x\partial_x\psi-\frac{i}{\hbar}(D\sigma_z+V)\psi .$$

Multiply by $\psi^\dagger$ and add the complex conjugate. The term with $D\sigma_z+V$ is Hermitian and cancels, leaving

$$\partial_t(\psi^\dagger\psi)=-\partial_x\left(v\psi^\dagger\sigma_x\psi\right).$$

The current is therefore $j=v\psi^\dagger\sigma_x\psi$. For a spinor $c(1,r)^T$ with real $r$ it equals $2vr|c|^2$.

## (b) Which waves move to the right on each side?

**Solution.** Insert $\psi=(A,B)^Te^{iqx}$ where $V$ is constant:

$$(D-\kappa)A+\hbar vqB=0,\qquad \hbar vqA-(D+\kappa)B=0 .$$

A nonzero solution needs a vanishing determinant, which gives

$$\kappa^2=D^2+(\hbar vq)^2 .$$

The first equation gives the component ratio

$$r=\frac BA=\frac{\kappa-D}{\hbar vq}.$$

Differentiating the dispersion gives $\kappa\,d\kappa=(\hbar v)^2q\,dq$, so the group velocity is

$$\frac1\hbar\frac{d\kappa}{dq}=\frac{\hbar v^2q}{\kappa}.$$

A right-mover has $q$ of the same sign as $\kappa$. With $\hbar vk=\sqrt{E^2-D^2}$, the incident wave has $q=+k$, but the transmitted valence-band wave has $q=-k$: its phase runs left while its probability flows right.

For a right-mover, $\kappa-D$ and $q$ share a sign because $|\kappa|>D$. Hence

$$r=\frac{|\kappa-D|}{\sqrt{(\kappa-D)(\kappa+D)}}=\sqrt{\frac{\kappa-D}{\kappa+D}}>0 .$$

Call this ratio $a$ on the left and $b$ on the right. Setting $\kappa=E$ and $\kappa=-E$ gives

$$a=\sqrt{\frac{E-D}{E+D}},\qquad b=\sqrt{\frac{-E-D}{-E+D}}=\sqrt{\frac{E+D}{E-D}}=\frac1a .$$

Left-movers have the opposite $q$, and so the opposite sign of the ratio.

## (c) Find the transmission, first for any two local energies outside the gap, then for $\pm E$.

**Solution.** On the left there is an incident spinor $(1,a)^T$ and a reflected one $\rho(1,-a)^T$; on the right there is $\tau(1,b)^T$. Continuity gives

$$1+\rho=\tau,\qquad a(1-\rho)=b\tau .$$

Eliminating $\tau$ gives $a-a\rho=b+b\rho$, so

$$\rho=\frac{a-b}{a+b},\qquad \tau=1+\rho=\frac{2a}{a+b}.$$

Transmission is a ratio of currents. By part (a) these are $2vb|\tau|^2$ and $2va$, so

$$T=\frac ba|\tau|^2=\frac{4ab}{(a+b)^2}.$$

The reflected fraction is $R=\rho^2$. Since $(a-b)^2+4ab=(a+b)^2$, the two add to one. Nothing so far has used $b=1/a$: the result holds for any two propagating local energies, with $a$ and $b$ taken from the square root in part (b).

Now put $b=1/a$:

$$\rho=\frac{a^2-1}{a^2+1},\qquad a^2-1=\frac{-2D}{E+D},\qquad a^2+1=\frac{2E}{E+D}.$$

The common factor cancels, leaving $\rho=-D/E$ and $\tau=1-D/E$. Therefore

$$\boxed{T=1-\frac{D^2}{E^2}},\qquad R=\frac{D^2}{E^2}.$$

The current ratio gives the same answer:

$$\frac{|\tau|^2}{a^2}=\frac{(E-D)^2}{E^2}\,\frac{E+D}{E-D}=\frac{E^2-D^2}{E^2}.$$

The factor $b/a=1/a^2$ is essential. Without it, $|\tau|^2$ is a ratio of upper-component densities and not of currents.

## (d) What causes the reflection, and when does it disappear?

**Solution.** For $D\to0$, $T\to1$: a massless carrier at normal incidence is not reflected by this step. Near the band edge write $E=D+\eta$ with $\eta\ll D$. Then

$$T=\frac{(E-D)(E+D)}{E^2}\simeq\frac{2\eta}{D},$$

so transmission vanishes linearly. For $E<D$ neither side has a propagating state, and the formula has no meaning.

The pseudospin shows what happens between these limits. For a normalized spinor with real ratio $r$,

$$\langle\sigma_z\rangle=\frac{1-r^2}{1+r^2},\qquad\langle\sigma_x\rangle=\frac{2r}{1+r^2}.$$

With $r=a$ these are $D/E$ and $\sqrt{1-D^2/E^2}$. Replacing $a$ by $1/a$ reverses the first and keeps the second. The incident carrier favours one sublattice, while the outgoing carrier must favour the other. The squared overlap of the two right-moving spinors is

$$O=\frac{(1+ab)^2}{(1+a^2)(1+b^2)},$$

which for $ab=1$ becomes $4a^2/(1+a^2)^2=\langle\sigma_x\rangle^2=T$.

This equality is special to the symmetric step. To see by how much it fails elsewhere, use $(1+a^2)(1+b^2)=(a+b)^2+(1-ab)^2$ and $(1+ab)^2=(1-ab)^2+4ab$. Subtracting $T$ from $O$ over a common denominator gives

$$O-T=\frac{(1-ab)^2(a-b)^2}{(1+a^2)(1+b^2)(a+b)^2}.$$

The overlap thus equals $T$ when $ab=1$ or $a=b$, and exceeds it otherwise.

If the mass changes sign together with the potential, the right side has $-D$ in place of $D$. Its ratio is then

$$b=\sqrt{\frac{-E+D}{-E-D}}=\sqrt{\frac{E-D}{E+D}}=a,$$

and $T=1$ at normal incidence; oblique carriers are still partly reflected. A gap alone therefore does not fix the reflection; what counts is how the pseudospin changes across the step.

In the other valley $\sigma_x$ is replaced by $-\sigma_x$. Both $a$ and $b$ change sign, which leaves $\rho$ and $T$ unchanged.

## (e) How does transmission depend on the angle of incidence?

**Solution.** The step is uniform along $y$, so $k_y$ is conserved. The Hamiltonian gains the term $\hbar vk_y\sigma_y$, which combines with the mass:

$$\hbar vk_y\sigma_y+D\sigma_z=M(\sin\alpha\,\sigma_y+\cos\alpha\,\sigma_z),\qquad M=\sqrt{D^2+(\hbar vk_y)^2}.$$

A rotation of the pseudospin about its $x$ axis turns the bracket into $\sigma_z$ and leaves $\sigma_x$ alone. Because $D$ and $k_y$ are equal on both sides, the same rotation serves everywhere and does not disturb continuity. The problem is the earlier one with $D$ replaced by $M$.

For incidence angle $\phi$, $\hbar vk_y=\sqrt{E^2-D^2}\sin\phi$, and

$$T(\phi)=1-\frac{D^2+(E^2-D^2)\sin^2\phi}{E^2}=\left(1-\frac{D^2}{E^2}\right)\cos^2\phi .$$

A wide contact carries transverse modes evenly spaced in $k_y$ between $-k$ and $k$. With $s=k_y/k=\sin\phi$, their mean transmission is

$$\bar T=\left(1-\frac{D^2}{E^2}\right)\frac12\int_{-1}^{1}(1-s^2)\,ds=\frac23\left(1-\frac{D^2}{E^2}\right).$$

## (f) What replaces the result when the potential rises slowly?

**Solution.** Consider the opposite limit, a long linear ramp $V=Fx$ with $F>0$, at normal incidence. Use the combinations $\chi_\pm=(\psi_1\pm\psi_2)/\sqrt2$. They are eigenstates of $\sigma_x$, and $\sigma_z$ exchanges them:

$$-i\hbar v\chi_+'+Fx\chi_++D\chi_-=0,\qquad i\hbar v\chi_-'+Fx\chi_-+D\chi_+=0 .$$

The current is $v(|\chi_+|^2-|\chi_-|^2)$, so far from the gap the right-mover is mostly $\chi_+$. There its leading phase is $e^{-iFx^2/2\hbar v}$. With that phase, $i\hbar v\chi_-'\simeq Fx\chi_-$, and the second equation gives $\chi_-\simeq-D\chi_+/(2Fx)$.

Write $\chi_+=g\,e^{-iFx^2/2\hbar v}$ and put this into the first equation:

$$-i\hbar vg'=\frac{D^2}{2Fx}g\quad\Longrightarrow\quad g\propto x^{i\nu},\qquad\nu=\frac{D^2}{2\hbar vF}.$$

On the far right only this wave is present. To find its amplitude on the far left, continue it along a large semicircle $x=|x|e^{i\theta}$ from $\theta=0$ to $-\pi$. The coefficients of the equations are polynomials, so the solution has no singularity to avoid.

The exponential has magnitude $\exp[F|x|^2\sin2\theta/(2\hbar v)]$. It is the smaller of the two solutions in the first quarter-turn and the larger in the second. A solution that starts as the smaller one keeps its asymptotic form through the next sector. On the negative axis the reflected wave becomes comparable, but the coefficient of the incident wave is already fixed.

At $\theta=-\pi$ the factor $x^{i\nu}$ has magnitude $e^{\pi\nu}$. The incident amplitude is therefore $e^{\pi\nu}$ times the transmitted one, and

$$T_{\rm ramp}=e^{-2\pi\nu}=\exp\left(-\frac{\pi D^2}{\hbar vF}\right).$$

The exponent has a direct reading. Inside the local gap the wave decays at the rate $\sqrt{D^2-F^2x^2}/\hbar v$. The integral of this rate is a half-ellipse area, $\pi D^2/(2\hbar vF)$, and squaring the amplitude doubles it.

For a ramp of finite width $w$ between $-E$ and $+E$, $F=2E/w$. The law then holds when the corners reflect little, which happens if the ends lie far outside the gap or if the ramp is very long. With $\hbar v=0.6582$ eV nm, $D=0.03$ eV and $E=0.30$ eV, numerical integration agrees with it within 1% at widths of 0.1, 2, 10, 50 and 280 nm. With $E=0.05$ eV it exceeds the law by 40% at 50 nm and comes within 3% at 500 and 1000 nm. As a numerical example take $D=0.03$ eV, $\hbar v=0.6582$ eV nm, $E=0.30$ eV and $w=280$ nm. The exponent is

$$\frac{\pi(0.03)^2(280)}{2(0.6582)(0.30)}\simeq2.00,$$

so $T_{\rm ramp}\simeq0.135$. Runge-Kutta integration of the Dirac equation through this finite ramp also gives 0.135.

## (g) Find the transmission and ballistic resistance of a gapped-graphene contact.

Use $v=10^6$ m/s, $D=0.03$ eV and $E=0.05$ eV, with spin and valley degeneracy four.

**Solution.** With $\hbar v=0.6582$ eV nm,

$$\hbar vk=\sqrt{0.05^2-0.03^2}=0.040\ \text{eV},\qquad k=\frac{0.040}{0.6582}=0.0608\ \text{nm}^{-1}.$$

The component ratios are $a=\sqrt{0.02/0.08}=0.50$ and $b=2.0$. The reflection amplitude is $-0.03/0.05=-0.60$, so

$$R=0.36,\qquad T=1-0.36=0.64 .$$

At $45^\circ$ the transmission is half as large, 0.32. The mean over transverse modes is $\bar T=\tfrac23(0.64)=0.427$.

Each transverse mode contributes $4e^2/h$ times its transmission, and modes have density $W/2\pi$ in $k_y$ for a contact of width $W$. The low-temperature conductance is

$$\frac GW=\frac{4e^2}{h}\frac1{2\pi}\int_{-k}^{k}T\,dk_y=\frac{4e^2}{h}\frac k\pi\bar T .$$

Here $k/\pi=19.3$ per µm. Without a step $\bar T=1$, and the two-terminal ballistic resistance times width is 334 ohm µm. With the sharp step it is

$$\frac{334}{0.427}\simeq782\ \text{ohm µm}.$$

The step thus adds about 448 ohm µm. The remaining 334 ohm µm comes from the finite number of modes and is present even without reflection.

## (h) How much do width, temperature and the atomic lattice change the result?

**Solution.** Of these three, width and temperature can change it strongly. The sharp-step result needs a width well below $\hbar v/E=13.2$ nm. Being short against the wavelength $2\pi/k$ is not enough near the band edge: at $E=0.031$ eV the wavelength is 530 nm, yet a linear ramp one tenth as wide transmits only 0.20 of the sharp-step value. To size the error, replace the step by a linear ramp, holding $D$, $E$ and the step height of 0.10 eV fixed. Runge-Kutta integration starts from the transmitted wave at the right edge and separates incident and reflected waves at the left edge. At normal incidence it gives:

| Width (nm) | Field (MV/cm) | $T$ |
|---:|---:|---:|
| 1 | 1.0 | 0.64 |
| 5 | 0.20 | 0.63 |
| 20 | 0.050 | 0.49 |
| 50 | 0.020 | 0.16 |
| 100 | 0.010 | 0.016 |

At 5 nm the result is about 2% below the sharp-step value. At 50 nm it is smaller by a factor of about four, because the carrier must tunnel through a long region where its energy lies in the local gap.

Temperature spreads the carrier energies. If the total energy shifts by $\delta$ at fixed step height, the local energies become $E+\delta$ and $-E+\delta$. For $\delta=0.01$ eV they are 0.06 and $-0.04$ eV, so $a=\sqrt{0.03/0.09}=0.577$ and $b=\sqrt{0.07/0.01}=2.65$. Part (c) then gives $T=0.59$.

For $0.02<|\delta|<0.08$ eV one side lies in its gap and $T=0$. At larger shifts both sides are in the same band and transmission returns. Averaging the general formula numerically over minus the energy derivative of the Fermi function, with the Fermi level at zero, gives 0.64 at 4 K, 0.53 at 77 K and 0.28 at 300 K. These are normal-incidence means for a sharp step, not resistances. Averaging over transverse modes as well, at the same Fermi level and step height, raises the 782 ohm µm of part (g) to about 1100 ohm µm at 77 K and about 1800 ohm µm at 300 K. The rise does not continue. At 300 K about 45% of the conductance already comes from carriers in the same band on both sides, and at 500 K the resistance is down to about 700 ohm µm. A gate holds the carrier density more nearly fixed than the Fermi level. At fixed net density $E$ falls with temperature, to 0.026 eV, inside the gap, at 300 K, and the sharp-step resistance is about 1300, 4100 and 1600 ohm µm at 77, 150 and 300 K.

The atomic lattice matters far less here. Let current flow along a carbon-carbon bond of length $d=0.142$ nm. The two valleys then have opposite $k_y$, so a step uniform along $y$ cannot mix them. At the valley's $k_y$, the two slanted bonds of an atom add to a hopping $-t$, while the straight bond gives $+t$:

$$(\kappa-D)A_n=t(B_n-B_{n-1}),\qquad(\kappa+D)B_n=t(A_n-A_{n+1}).$$

For Bloch waves $e^{in\theta}$, multiplying the two relations gives $\kappa^2-D^2=4t^2\sin^2(\theta/2)$. The cell length is $3d/2$, so small $\theta$ reproduces the Dirac dispersion if $t=\hbar v/(1.5d)=3.09$ eV. Matching the numerical Bloch modes at an atomically sharp step between cells gives $T=0.640$, the continuum value to three digits.

The chosen $v$ and $D$ are of the order found for graphene aligned on hexagonal boron nitride, where the gap is some tens of meV and depends on the sample. The full gap used here, $2D=60$ meV, is on the high side, and the result is sensitive to it: a full gap of 30 meV at the same $E$ gives $T=0.91$ and about 460 ohm µm. Aligned samples also carry a moiré pattern with a period near 14 nm, comparable with $\hbar v/E$, so a uniform gap is an idealization at the scale of a sharp step. That period also puts the edge of the moiré zone near 0.17 eV from midgap, where a single Dirac cone no longer describes such a sample. The 0.30 eV example of part (f) lies above this energy, and about a fifth of the 300 K conductance at fixed Fermi level involves a local energy above it on one side. Sharpness is a strong assumption for a gate-defined junction: the potential near a gate edge spreads over a distance comparable with the spacing between gate and layer, which can be tens of nanometres. For the linear ramp above, widths of 20 to 50 nm lower the normal-incidence $T$ from 0.64 to between 0.49 and 0.16. Oblique modes see the larger mass $M$ of part (e) and are cut more strongly: the mode mean falls from 0.427 to between 0.30 and 0.078, which raises the resistance to between about 1100 and 4300 ohm µm. These values belong to the linear ramp and do not bound a gated junction, because the shape of the profile matters. For a gate spacing $s=20$ nm, the normal-incidence $T$ is about 0.025 for the unscreened split-gate potential $V=(2E/\pi)\arctan(x/s)$, about 0.29 for $V=E\tanh(\pi x/2s)$, and about 0.50 if the local carrier density follows that $\tanh$ profile instead. The 782 ohm µm therefore belongs to an ideal sharp contact at low temperature and is not a prediction for such a device. Disorder and self-consistent screening would change it further and have not been sized here.

Numerical values quoted here were computed with a short program.
